# The Oen-Robinson prefactor for local electronic energy loss, part 2

An ion of energy $E$ and speed $v$ passes an atom at rest at impact parameter $p$. On a straight path it loses to electrons

$$Q(p)=K S\,e^{-cp/a},\qquad c=0.3,\qquad K=\frac{c^2}{2\pi a^2}=\frac{0.045}{\pi a^2} .$$

Integrated over $2\pi p\,dp$, this gives the electronic stopping cross section $S$. With $N$ atoms per unit volume, the mean loss per unit length is $NS$. If atoms beyond $p_{\max}$ are ignored, the share of $S$ kept is $G(u_{\max})$, with $G(u)=1-(1+u)e^{-u}$ and $u_{\max}=cp_{\max}/a$.

The example is a 10 keV N$_2^+$ ion that breaks up at the surface of hcp cobalt into two 5 keV atoms. Here $Z_1=7$, $Z_2=27$, and $S=1.333$ eV nm$^2$ comes from the Lindhard-Scharff model, in which $S$ is proportional to $v$. Firsov's screening length is

$$a=\left(\frac{9\pi^2}{128}\right)^{1/3}\frac{a_0}{(\sqrt{Z_1}+\sqrt{Z_2})^{2/3}}=0.01187\ \text{nm},$$

where $a_0$ is the Bohr radius. Also $Q(0)=135.6$ eV, $N=90.1$ nm$^{-3}$, $NS=120.1$ eV/nm, and the loss-weighted mean impact parameter is $\bar p=2a/c=0.079$ nm. For $p_{\max}=0.126$ nm, $G=0.826$.

The nuclei, of masses $M_1$ (ion) and $M_2$ (atom), repel each other. The Oen-Robinson formula therefore puts the distance of closest approach $R$ (the apsis) in the exponent in place of $p$ and keeps the prefactor. With $r$ the distance between the nuclei, $\mu=M_1M_2/(M_1+M_2)$ and $e^2$ the squared elementary charge over $4\pi\varepsilon_0$, energy conservation reads

$$\tfrac12\mu\dot r^2+\frac{E_{\rm cm}p^2}{r^2}+\frac{Z_1Z_2e^2}{r}\,\Phi(r/a)=E_{\rm cm},\qquad E_{\rm cm}=\frac{M_2}{M_1+M_2}E .$$

The Molière screening function is $\Phi(x)=\sum_iA_ie^{-b_ix}$, with $A_i=0.35,\,0.55,\,0.10$ and $b_i=0.3,\,1.2,\,6$. At closest approach, with $q=p/a$, $x=R/a$ and the reduced energy $\varepsilon=aE_{\rm cm}/(Z_1Z_2e^2)$,

$$q^2=x^2-\frac{x\,\Phi(x)}{\varepsilon}\equiv h(x) .$$

Since $x>q$, the exponential is smaller for every $p$, and the integrated loss must fall below $S$. The next question is by how much.

Q: By how much?

A: Let $F$ be the recovered share of $S$. Since $2\pi Ka^2=c^2$,

$$F=\frac1S\int_0^\infty KS\,e^{-cR/a}\,2\pi p\,dp=c^2\int_0^\infty e^{-cx(q)}\,q\,dq .$$

For $x=q$ this is 1, as it should be. Otherwise $x(q)$ has no simple closed form, but $q^2=h(x)$ is explicit, so it is better to integrate over $x$.

Q: That needs a one-to-one relation between $q$ and $x$. Do you have one?

A: Yes. Write $h(x)=x\,[x-\Phi(x)/\varepsilon]$. The bracket rises steadily, because $\Phi$ falls. It starts at $-1/\varepsilon$, since $\Phi(0)=1$, and grows without limit. It therefore has one zero, $x_m$, which is the head-on closest approach. Beyond $x_m$ we have $x>\Phi/\varepsilon$, and

$$h'(x)=2x-\frac{\Phi}{\varepsilon}-\frac{x\Phi'}{\varepsilon}>x-\frac{x\Phi'}{\varepsilon}>0 ,$$

because $\Phi'<0$. So $q$ rises from zero to infinity as $x$ rises from $x_m$ to infinity.

Q: Then carry out the change of variable.

A: From $q^2=h$ we get $q\,dq=\tfrac12h'(x)\,dx$, and integration by parts gives

$$F=\frac{c^2}{2}\int_{x_m}^\infty e^{-cx}h'(x)\,dx=\frac{c^2}{2}\Big[e^{-cx}h(x)\Big]_{x_m}^\infty+\frac{c^3}{2}\int_{x_m}^\infty e^{-cx}h(x)\,dx .$$

The boundary term vanishes at the lower end because $h(x_m)=0$, and at the upper end because the exponential beats $x^2$. What remains is

$$F=\frac{c^3}{2}\int_{x_m}^\infty e^{-cx}\left[x^2-\frac{x\,\Phi(x)}{\varepsilon}\right]dx .$$

Q: Does this return to the straight-path result for a fast ion?

A: Extend the lower limit to zero and correct for the piece that was added. Between 0 and $x_m$ the square bracket is negative, so

$$F=\frac{c^3}{2}\int_0^\infty e^{-cx}\left[x^2-\frac{x\Phi}{\varepsilon}\right]dx+D,\qquad D=\frac{c^3}{2}\int_0^{x_m}e^{-cx}\left[\frac{x\Phi}{\varepsilon}-x^2\right]dx\ge0 .$$

The first integral is elementary. We have $\int_0^\infty x^2e^{-cx}dx=2/c^3$, which contributes 1, and $\int_0^\infty x\,e^{-(b_i+c)x}dx=1/(b_i+c)^2$ for each term of $\Phi$. Thus

$$F=1-\frac C\varepsilon+D,\qquad C=\frac{c^3}{2}\sum_i\frac{A_i}{(b_i+c)^2} .$$

For the Molière function,

$$C=0.0135\left(\frac{0.35}{0.6^2}+\frac{0.55}{1.5^2}+\frac{0.10}{6.3^2}\right)=0.0165 .$$

Q: You have moved the difficulty into $D$. Is it small?

A: At high energy, yes. Both $\Phi$ and $e^{-cx}$ are at most 1, so the integrand of $D$ is at most $x/\varepsilon-x^2$. Also $x_m=\Phi(x_m)/\varepsilon<1/\varepsilon$, and $x/\varepsilon-x^2$ is not negative up to $1/\varepsilon$. We may therefore extend the upper limit to $1/\varepsilon$ and obtain

$$0\le D\le\frac{c^3}{2}\left(\frac{1}{2\varepsilon^3}-\frac{1}{3\varepsilon^3}\right)=\frac{c^3}{12\,\varepsilon^3} .$$

So $1-C/\varepsilon$ is a lower bound on $F$ at any energy, and it gives the leading correction when $\varepsilon$ is large. As $\varepsilon\to\infty$, $F\to1$. At $\varepsilon=20$, direct integration over impact parameters, with $R$ found numerically for each, gives $(1-F)\varepsilon=0.01645$, against $C=0.01646$.

Q: And for the nitrogen atoms?

A: With masses of 14.007 and 58.933 u, $E_{\rm cm}=5000\times58.933/72.940$ eV $=4040$ eV, and $\varepsilon=0.176$. This is not large. The lower bound is $1-0.01646/0.1762=0.907$, while the full integral gives $F=0.925$. The mean loss becomes $0.925\times120.1\approx111$ eV/nm. Integrating over $p$ directly and using the formula for $F$ give the same share to within $10^{-7}$, at this energy and at the two others below.

Q: Only 7% is lost? The head-on collision must change far more than that.

A: It does. The head-on closest approach is 0.0195 nm, so the loss there is $135.6\,e^{-0.0195/0.0396}\approx83$ eV, a drop of 39%. But such collisions occupy little area. Most of $S$ comes from larger $p$, where the repulsion is screened and $R$ is close to $p$.

Q: What happens as the ion slows down?

A: The share falls. With the same atoms and the same $a$, it is 0.991 at 50 keV, 0.925 at 5 keV and 0.660 at 0.5 keV. Each share is relative to $S$ at its own energy. At 0.5 keV the prefactor 0.045, used with $R$, misses a third of the stopping that was put in.

Q: Should I then divide by $F$?

A: That depends on what your $S$ means. If it is meant to be the full mean stopping at that energy, the formula with $R$ must be divided by $F(\varepsilon)$ to reproduce it, and the divisor changes as the ion slows. If $S$ is meant as the stopping on undeflected paths, the reduction is a prediction of the model and should stay. The normalization cannot decide between the two readings.

Q: I also have the cutoff. Do I multiply the two shares?

A: No. The product would be $0.8263\times0.9254=0.765$, but integrating with $R$ up to $p_{\max}$ gives 0.753. The repulsion removes $1-0.925=0.075$ of $S$ in all. Inside the cutoff it removes $0.8263-0.7527\approx0.074$, which is nearly all of it. The two losses therefore almost add, because they come from different regions: the repulsion acts at small $p$ and the cutoff at large $p$. The mean loss with both is $0.753\times120.1\approx90$ eV/nm.

Q: You have changed the distance of approach, but the path also bends. How straight is it?

A: The bend follows from the same two conservation laws. Let $\varphi$ be the polar angle of the relative position. Angular momentum gives $\dot\varphi=vp/r^2$, and the energy equation gives $|\dot r|=v\sqrt{1-V(r)/E_{\rm cm}-p^2/r^2}$, where $V$ is the screened repulsion. Their ratio is $|d\varphi/dr|$. The inward and outward branches sweep equal angles, and an undeflected path sweeps $\pi$, so the deflection in the centre-of-mass frame is

$$\Theta=\pi-2\int_R^\infty\frac{p\,dr}{r^2\sqrt{1-V(r)/E_{\rm cm}-p^2/r^2}} .$$

In the laboratory the centre of mass moves at $M_1v/(M_1+M_2)$, and relative to it the ion moves at $M_2v/(M_1+M_2)$. Adding the two velocities gives the laboratory angle $\theta$:

$$\tan\theta=\frac{\sin\Theta}{\cos\Theta+M_1/M_2} .$$

At $p=\bar p$ this is 3.7 degrees. With the straight-path loss as weight, half of $S$ comes from passages bent by less than about 6 degrees, but about a fifth comes from passages bent by more than 20 degrees. For $p=a$ and $p=\bar p$, a step-by-step solution of Newton's equations agrees with these formulas to $10^{-5}a$ in $R$ and $10^{-4}$ rad in $\Theta$.

Q: Near the nucleus it is not straight, and then the atom recoils. Where is that energy?

A: In a separate channel, elastic or nuclear stopping, which $Q$ does not contain. In the centre-of-mass frame the atom's velocity keeps its magnitude $V_c=M_1v/(M_1+M_2)$ and turns by $\Theta$. Back in the laboratory its components are $V_c(1-\cos\Theta)$ and $-V_c\sin\Theta$, so its speed is $2V_c\sin(\Theta/2)$. The recoil energy is

$$T=\tfrac12M_2\,4V_c^2\sin^2\frac\Theta2=\frac{4M_1M_2}{(M_1+M_2)^2}\,E\,\sin^2\frac\Theta2 ,$$

where $v^2=2E/M_1$ was used. Integrating $T$ over $2\pi p\,dp$ and multiplying by $N$ gives 267 eV/nm, which is 2.2 times the electronic loss. This value depends on the potential: Lindhard's screening length in the Molière function gives 296 eV/nm, and the ZBL universal potential gives 257 eV/nm, so the ratio lies between about 2.1 and 2.5 for these choices. At 5 keV the nuclei take most of the energy. A simulation needs both channels, and an error of 10% in the electronic one changes the total, $267+120=387$ eV/nm, by about 3%.

Q: You also assumed a constant speed during each passage.

A: The slowing caused by the electronic loss itself is mild. The largest loss, 135.6 eV, is 2.7% of 5 keV. Since $S$ is proportional to the speed, and so to $\sqrt E$, it changes by about half of that, 1.4%. The repulsion can do much more. In a head-on collision the recoiling atom takes the fraction $4M_1M_2/(M_1+M_2)^2=0.62$ of the ion's energy, and a single value of $S$ is then a poor description. Head-on collisions are rare, and at $p=\bar p$ the recoil energy is only about 5 eV. Weighted by the straight-path loss, however, close passages are not negligible. About 11% of $S$ comes from passages in which the recoil takes more than a tenth of the ion's energy. Conservation of angular momentum makes the relative speed at closest approach $vp/R$, and about a quarter of $S$ comes from passages in which this is below $0.9v$. For these a single speed is only a rough description. Over the whole track the speed does change, and $S$ must be updated from collision to collision.

Q: And the screening length? Firsov's is not the only one.

A: Lindhard's expression has $(Z_1^{2/3}+Z_2^{2/3})^{1/2}$ in the denominator in place of $(\sqrt{Z_1}+\sqrt{Z_2})^{2/3}$ and gives $a=0.01317$ nm. With $S$ held fixed, the head-on loss falls from 135.6 to 110.2 eV, because $K$ varies as $1/a^2$. The straight-path mean stays at 120.1 eV/nm, since the loss reaches farther. On straight paths without a cutoff, an uncertain $a$ therefore affects the distribution of losses but not their mean, while an uncertain $S$ affects the mean in direct proportion. With $R$ in the exponent or with a cutoff, $a$ also enters the mean, through $F$ and $G$. With Lindhard's length, $G$ falls from 0.826 to 0.780, and $F$ rises from 0.925 to 0.932 at 5 keV and from 0.660 to 0.677 at 0.5 keV. If $R$ is taken from the ZBL universal potential while Firsov's $a$ is kept in $Q$, $F$ is 0.935 at 5 keV and 0.715 at 0.5 keV. The shares quoted earlier therefore belong to the Molière potential with Firsov's length.

Q: How close is all this to a real implanter?

A: In plasma immersion implantation the workpiece is pulsed to roughly a few kilovolts up to some tens of kilovolts, so a 10 keV molecular ion is an ordinary case, and the lattice constants are close to those of cobalt at room temperature. The assumption that real devices break most plainly is the single energy. Collisions in the sheath and the finite rise time of the pulse let many ions arrive with less. For an atom with half the energy, $S$ is multiplied by $1/\sqrt2$, which takes the straight-path loss from 120 to about 85 eV/nm. Atomic N$^+$ ions from the same plasma err the other way: each can bring the full 10 keV to a single atom, and the loss is then about 170 eV/nm. The surface may also carry an oxide, and implanted nitrogen changes the composition as the dose grows; both alter $N$ and $S$. Shell effects are absent from the Lindhard-Scharff formula, and their influence on $S$ for this pair is not estimated here. Against these, the third digit of 120.1 eV/nm has meaning within the model alone.

Q: Then when may I use 0.045 as it stands?

A: When $p$ itself is in the exponent, all impact parameters are included and the exponent is 0.3 with the same $a$ as in the prefactor. With $R$ in the exponent it is a good approximation if $C/\varepsilon$ is small compared with the error you accept, because $1-F$ cannot exceed $C/\varepsilon$. With a cutoff and $p$ in the exponent, check $G(u_{\max})$ first. With a cutoff and $R$ in the exponent, integrate the loss up to $p_{\max}$ at the energy in question, because $G$ alone overstates the share that is kept. The numerical output lists the values for the cobalt case.

## Computed values

```
N2+ ion energy: 10.0 keV
energy of each N atom: 5.0 keV
Z1, Z2: 7, 27
masses N, Co: 14.007, 58.933 u
rough lattice constants a, c: 0.251, 0.407 nm
atom density N: 90.07 nm^-3
N speed / Bohr speed: 0.1200
Firsov screening length a: 0.01187 nm
decay length a/0.3: 0.03956 nm
Lindhard-Scharff S: 1.3334 eV nm^2
S converted: 1.333e-14 eV cm^2
prefactor 0.045/(pi a^2): 101.67 nm^-2
head-on loss Q(0): 135.6 eV
Q at p = 0.05 nm: 38.31 eV
Q at p = 0.10 nm: 10.83 eV
S from quadrature of Q: 1.3334 eV nm^2
loss-weighted mean p: 0.0791 nm
half of S lies inside p: 0.0664 nm
mean electronic loss N S: 120.09 eV/nm
crystal cell average: 120.09 eV/nm
mesh shift 60 to 120: 6.0e-04 eV/nm
open c-axis channel: 52.86 eV/nm
range shift 3 to 6 cells: 9.7e-06 eV/nm
channel / average: 0.440
cutoff p_max: 0.1259 nm
u_max = 0.3 p_max/a: 3.181
share of S inside p_max: 0.8263
0.045 renormalized for cutoff: 0.05446
centre-of-mass energy: 4039.8 eV
reduced energy eps: 0.1762
head-on apsis: 0.01953 nm
apsis share of S at 0.5 keV: 0.6604
apsis share of S at 5.0 keV: 0.9254
apsis share of S at 50.0 keV: 0.9908
fast-limit coefficient C: 0.01646
C from direct integral, eps = 20: 0.01645
lower bound 1 - C/eps at 5.0 keV: 0.9066
share with apsis and cutoff: 0.7527
lab deflection at mean p: 3.69 degrees
head-on loss / ion energy: 0.0271
elastic stopping N S_el: 266.8 eV/nm
elastic / electronic: 2.22
Lindhard screening length: 0.01317 nm
Q(0) with Lindhard length: 110.2 eV
```
